**Variance of the thermodynamic kinetic estimator against bead number**

The program examines \(K_T=dP/(2\beta)-A/\beta\), where \(P\) is the number of beads, \(d\) the dimension, \(\beta\) the inverse temperature and \(A\) the dimensionless spring action of the closed path. Its variance is \(dP/(2\beta^2)+(m^2/\beta^2)\,\partial^2\ln Z_P/\partial m^2\), with \(m\) the mass and \(Z_P\) the discretized partition function; for a free particle this equals \(d(P-1)/(2\beta^2)\). The program asserts that sampled free rings agree with the free-particle mean and variance within statistical tolerances. For a harmonic and a quartic potential it asserts that explicit link correlations agree with mass derivatives of \(\ln Z_P\), and that the variance approaches the large-\(P\) law obtained by diagonalizing the Hamiltonian. It also asserts the harmonic mode sums and compares the thermodynamic and centroid virial estimators on the same sampled rings. For the oscillator at \(\beta\hbar\omega=10\), the output shows the variance of \(K_T\) rising from 0.011 to 0.603 \((\hbar\omega)^2\) between 8 and 128 beads, while that of the virial estimator stays near 0.008 \((\hbar\omega)^2\).

## Numerical check

```python
"""
Result under test: the thermodynamic path-integral kinetic estimator
    K_T = d P/(2 beta) - A/beta,
    A = m P/(2 beta hbar^2) * sum_k (x_k - x_{k+1})^2   (closed ring),
has Var K_T = d P/(2 beta^2) + (m^2/beta^2) d^2 ln Z_P/dm^2.
For a free particle this is exactly d (P-1)/(2 beta^2).
P: number of beads, d: dimension, beta: inverse temperature, m: mass,
Z_P: P-bead partition function, V: potential, k: force constant.
Units: hbar = m = k = 1, so energies are in hbar*omega.
The centroid virial estimator is included as a contrast.
"""
import numpy as np
from scipy.linalg import solve_triangular

beta = 10.0
force_constant = 1.0
rng = np.random.default_rng(12345)
n_samples = 40000
grid = np.linspace(-6.0, 6.0, 121)
spacing = grid[1] - grid[0]


def harmonic(x):
    return 0.5 * force_constant * x**2


def quartic(x):
    return 0.25 * x**4


def spring_matrix(P):
    """Matrix S with A = x.S.x/2 for one Cartesian component, m = 1."""
    one = np.eye(P)
    return P / beta * (2 * one - np.roll(one, 1, 0) - np.roll(one, -1, 0))


def draw_gaussian(precision, count):
    """Rows distributed as exp(-x.precision.x/2)."""
    lower = np.linalg.cholesky(precision)
    noise = rng.standard_normal((len(precision), count))
    return solve_triangular(lower.T, noise, lower=False).T


def spring_action(x):
    P = x.shape[1]
    return P / (2 * beta) * np.sum((x - np.roll(x, -1, axis=1))**2, axis=1)


def transfer(potential, P, mass=1.0):
    """Normalized short-time kernel and the spring action of one link."""
    link = mass * P / (2 * beta) * (grid[:, None] - grid[None, :])**2
    v = potential(grid)
    weight = np.exp(-link - beta / (2 * P) * (v[:, None] + v[None, :]))
    return np.sqrt(mass * P / (2 * np.pi * beta)) * spacing * weight, link


def estimator_moments(potential, P):
    """Mean and variance of K_T from explicit link-link correlations."""
    T, link = transfer(potential, P)
    powers = [np.eye(len(grid))]
    for _ in range(P):
        powers.append(powers[-1] @ T)
    Z = np.trace(powers[P])
    T1 = link * T
    T2 = link**2 * T
    mean_A = P * np.sum(T1 * powers[P - 1].T) / Z
    marked = [T1 @ powers[j] for j in range(P - 1)]
    square = np.sum(T2 * powers[P - 1].T)
    for j in range(P - 1):
        square += np.sum(marked[j] * marked[P - 2 - j].T)
    var_A = P * square / Z - mean_A**2
    return P / (2 * beta) - mean_A / beta, var_A / beta**2


def log_partition(potential, P, mass):
    T, _ = transfer(potential, P, mass)
    return np.log(np.sum(np.linalg.eigvalsh(T)**P))


def thermal_kinetic(potential, mass):
    """Kinetic energy from diagonalizing H on a sinc grid (no beads)."""
    index = np.arange(len(grid))
    diff = index[:, None] - index[None, :]
    safe = np.where(diff == 0, 1, diff)
    kin = np.where(diff == 0, np.pi**2 / 3, 2.0 * (-1.0)**diff / safe**2)
    kin = kin / (2 * mass * spacing**2)
    energy, vec = np.linalg.eigh(kin + np.diag(potential(grid)))
    weight = np.exp(-beta * (energy - energy[0]))
    return np.sum(weight * np.sum(vec * (kin @ vec), axis=0)) / weight.sum()


def limiting_offset(potential):
    """Large-P limit of Var K_T - P/(2 beta^2), and the kinetic energy."""
    step = 1e-3
    K = thermal_kinetic(potential, 1.0)
    slope = (thermal_kinetic(potential, 1 + step)
             - thermal_kinetic(potential, 1 - step)) / (2 * step)
    return (slope - K) / beta, K


def mode_ratios(P):
    """Spring share r_n of the total stiffness of ring mode n."""
    lam = 4 * P / beta * np.sin(np.pi * np.arange(P) / P)**2
    return lam / (lam + beta * force_constant / P)


print("Units: energy hbar*omega, variance (hbar*omega)^2")
print(f"beta = {beta:.1f} 1/(hbar*omega); hbar = m = k = 1")
print(f"Sampled configurations per case: {n_samples}")

# Free particle in three dimensions: first bead pinned at the origin.
dim = 3
print("Free particle, d = 3: P, sampled mean, exact mean,")
print("  sampled variance, exact variance")
for P in (4, 16, 64):
    action = np.zeros(n_samples)
    for _ in range(dim):
        free = draw_gaussian(spring_matrix(P)[1:, 1:], n_samples)
        action += spring_action(np.hstack([np.zeros((n_samples, 1)), free]))
    K_T = dim * P / (2 * beta) - action / beta
    exact_mean = dim / (2 * beta)
    exact_var = dim * (P - 1) / (2 * beta**2)
    # Five standard errors for the mean; about five for the variance.
    assert abs(K_T.mean() - exact_mean) < 5 * np.sqrt(exact_var / n_samples)
    assert abs(K_T.var() / exact_var - 1) < 0.05
    print(f"  {P:3d} {K_T.mean():.4f} {exact_mean:.4f}"
          f" {K_T.var():.4f} {exact_var:.4f}")

# General identity and its large-P limit for two potentials.
bead_numbers = (8, 16, 32, 64, 128)
results = {}
for name, potential in (("harmonic", harmonic), ("quartic", quartic)):
    offset, K_exact = limiting_offset(potential)
    rows = {}
    for P in bead_numbers:
        mean, var = estimator_moments(potential, P)
        h = 5e-3
        up, mid, down = (log_partition(potential, P, mass)
                         for mass in (1 + h, 1.0, 1 - h))
        first = (up - down) / (2 * h)
        second = (up - 2 * mid + down) / h**2
        # Tolerances cover the finite-difference error of order h^2.
        assert abs(beta * mean - first) < 1e-3
        assert abs(beta**2 * var - P / 2 - second) < 2e-3
        rows[P] = (mean, var)
    error = {P: rows[P][1] - P / (2 * beta**2) - offset for P in (64, 128)}
    ratio = error[64] / error[128]
    assert 3.5 < ratio < 4.5
    assert abs(error[128]) < 0.05 * abs(offset)
    results[name] = (offset, K_exact, rows, ratio)

# Closed-form harmonic limit against diagonalization.
u = beta / 2
closed_K = u / np.tanh(u) / (2 * beta)
closed_offset = (-0.75 * u / np.tanh(u) + 0.25 * (u / np.sinh(u))**2) / beta**2
assert abs(closed_K - results["harmonic"][1]) < 1e-7
assert abs(closed_offset - results["harmonic"][0]) < 1e-6

# Mode sums against link correlations, and the worked table.
offset, K_exact, rows, ratio = results["harmonic"]
virial_var = {}
print(f"Harmonic oscillator, exact K = {K_exact:.6f}")
print("P, constant term, mean spring term, mean K_T, K_T - exact")
for P in bead_numbers:
    r = mode_ratios(P)
    mean, var = rows[P]
    assert abs(np.sum(1 - r) / (2 * beta) - mean) < 1e-7
    assert abs(np.sum(r**2) / (2 * beta**2) - var) < 1e-7
    virial_var[P] = np.sum((1 - r[1:])**2) / (2 * beta**2)
    print(f"  {P:3d} {P/(2*beta):.4f} {P/(2*beta)-mean:.6f}"
          f" {mean:.6f} {mean-K_exact:.6f}")
trotter_ratio = (rows[64][0] - K_exact) / (rows[128][0] - K_exact)
assert 3.5 < trotter_ratio < 4.5
assert abs(virial_var[128] / virial_var[64] - 1) < 0.03
print(f"Error ratio of mean K_T, P = 64 to 128: {trotter_ratio:.3f}")

print("P, Var K_T, std K_T, Var virial, std virial")
for P in bead_numbers:
    var = rows[P][1]
    print(f"  {P:3d} {var:.6f} {np.sqrt(var):.4f}"
          f" {virial_var[P]:.6f} {np.sqrt(virial_var[P]):.4f}")
print("P, independent configurations for 1% error: K_T, virial")
for P in bead_numbers:
    mean, var = rows[P]
    scale = (0.01 * mean)**2
    print(f"  {P:3d} {var/scale:.0f} {virial_var[P]/scale:.0f}")
print("P, relative std of the spring term")
for P in (8, 128):
    mean, var = rows[P]
    print(f"  {P:3d} {np.sqrt(var)/(P/(2*beta)-mean):.4f}")

slope = (rows[128][1] - rows[64][1]) / 64
assert abs(slope * 2 * beta**2 - 1) < 0.01
print(f"Variance slope per bead, P = 64 to 128: {slope:.6f}")
print(f"Predicted slope 1/(2 beta^2): {1/(2*beta**2):.6f}")
print(f"Limiting variance offset, harmonic: {offset:.6f}")
print(f"Offset error ratio, P = 64 to 128: {ratio:.3f}")

r = mode_ratios(64)
print("P = 64 modes: n, r_n, share of mean K_T, share of Var K_T")
for n in (0, 1, 8, 32):
    print(f"  {n:2d} {r[n]:.4f} {(1-r[n])/(2*beta):.6f}"
          f" {r[n]**2/(2*beta**2):.6f}")

# Both estimators evaluated on sampled harmonic bead positions.
P = 64
precision = spring_matrix(P) + beta * force_constant / P * np.eye(P)
beads = draw_gaussian(precision, n_samples)
K_T = P / (2 * beta) - spring_action(beads) / beta
centred = beads - beads.mean(axis=1, keepdims=True)
K_CV = 1 / (2 * beta) + force_constant / 2 * np.mean(centred**2, axis=1)
for sample, var in ((K_T, rows[P][1]), (K_CV, virial_var[P])):
    # Five standard errors for the mean; several for the variance.
    assert abs(sample.mean() - rows[P][0]) < 5 * np.sqrt(var / n_samples)
    assert abs(sample.var() / var - 1) < 0.08
print("Sampled harmonic ring, P = 64: mean, variance")
print(f"  K_T    {K_T.mean():.4f} {K_T.var():.4f}")
print(f"  virial {K_CV.mean():.4f} {K_CV.var():.5f}")

offset, K_exact, rows, ratio = results["quartic"]
print(f"Quartic V = x^4/4: exact K = {K_exact:.6f}")
print(f"  limiting variance offset = {offset:.6f}")
print(f"  offset error ratio, P = 64 to 128: {ratio:.3f}")
for P in (64, 128):
    print(f"  P = {P}: Var K_T = {rows[P][1]:.6f},"
          f" limit law = {P/(2*beta**2)+offset:.6f}")
print("PASS")
```

Output:

```
Units: energy hbar*omega, variance (hbar*omega)^2
beta = 10.0 1/(hbar*omega); hbar = m = k = 1
Sampled configurations per case: 40000
Free particle, d = 3: P, sampled mean, exact mean,
  sampled variance, exact variance
    4 0.1515 0.1500 0.0443 0.0450
   16 0.1486 0.1500 0.2235 0.2250
   64 0.1389 0.1500 0.9361 0.9450
Harmonic oscillator, exact K = 0.250023
P, constant term, mean spring term, mean K_T, K_T - exact
    8 0.4000 0.187967 0.212033 -0.037990
   16 0.8000 0.561355 0.238645 -0.011377
   32 1.6000 1.352974 0.247026 -0.002996
   64 3.2000 2.950737 0.249263 -0.000759
  128 6.4000 6.150168 0.249832 -0.000190
Error ratio of mean K_T, P = 64 to 128: 3.986
P, Var K_T, std K_T, Var virial, std virial
    8 0.011187 0.1058 0.008594 0.0927
   16 0.045277 0.2128 0.008006 0.0895
   32 0.123252 0.3511 0.007657 0.0875
   64 0.282697 0.5317 0.007550 0.0869
  128 0.602556 0.7762 0.007522 0.0867
P, independent configurations for 1% error: K_T, virial
    8 2488 1912
   16 7950 1406
   32 20198 1255
   64 45499 1215
  128 96538 1205
P, relative std of the spring term
    8 0.5627
  128 0.1262
Variance slope per bead, P = 64 to 128: 0.004998
Predicted slope 1/(2 beta^2): 0.005000
Limiting variance offset, harmonic: -0.037492
Offset error ratio, P = 64 to 128: 3.980
P = 64 modes: n, r_n, share of mean K_T, share of Var K_T
   0 0.0000 0.050000 0.000000
   1 0.2829 0.035856 0.000400
   8 0.9600 0.002000 0.004608
  32 0.9939 0.000303 0.004940
Sampled harmonic ring, P = 64: mean, variance
  K_T    0.2464 0.2801
  virial 0.2492 0.00754
Quartic V = x^4/4: exact K = 0.280550
  limiting variance offset = -0.046748
  offset error ratio, P = 64 to 128: 3.893
  P = 64: Var K_T = 0.273876, limit law = 0.273252
  P = 128: Var K_T = 0.593412, limit law = 0.593252
PASS
```
